# Guinier's Law, the Uniform Sphere, and Where the Approximation Fails: test program

```python
"""
Result under test: for dilute, randomly oriented particles
    ln(I/I0) = -(q Rg)^2/3 + O(q^4)                      (Guinier's law),
and for a uniform sphere of radius R
    I/I0 = f(x)^2, f = 3 (sin x - x cos x)/x^3, x = q R,
with first zero at x = 4.493, where Guinier's exponential has failed.
Symbols: q scattering vector (1/nm), Rg radius of gyration (nm),
u = q Rg, I intensity per particle (nm^2), contrast in 1/nm^2.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

nodes, weights = np.polynomial.legendre.leggauss(80)
t = 0.5 * (nodes + 1.0)          # quadrature points on (0, 1)
w = 0.5 * weights


def f_formula(x):
    return 3.0 * (np.sin(x) - x * np.cos(x)) / x**3


def f_slices(x, derivative=0):
    """Sphere amplitude from discs perpendicular to q, and x-derivatives."""
    phase = np.multiply.outer(np.asarray(x, dtype=float), t)
    wave = [np.cos(phase), -t * np.sin(phase), -t**2 * np.cos(phase)]
    return wave[derivative] @ (1.5 * w * (1.0 - t**2))


def sphere_p(u):
    return f_slices(np.sqrt(5.0 / 3.0) * u)**2


def rod_p(u):
    """Thin rod, averaged over the cosine between rod and q."""
    phase = np.multiply.outer(np.asarray(u, dtype=float), np.sqrt(3.0) * t)
    return np.sinc(phase / np.pi)**2 @ w


def guinier(u):
    return np.exp(-np.asarray(u)**2 / 3.0)


def small_q_analysis(intensity, h):
    """Rg^2 and the q^4 coefficient of ln I from values at q = 0, h, 2h."""
    i0 = intensity(0.0)
    s1 = -3.0 * np.log(intensity(h) / i0) / h**2
    s2 = -3.0 * np.log(intensity(2 * h) / i0) / (2 * h)**2
    return (4 * s1 - s2) / 3.0, (s1 - s2) / (9.0 * h**2)


# General law: an uncentred, elongated set of weighted point scatterers
rng = np.random.default_rng(7)
points = rng.normal(size=(12, 3)) * [1.0, 1.0, 3.0] + [2.0, -1.0, 0.5]
charge = rng.uniform(0.5, 1.5, 12)
mu, mu_weight = np.polynomial.legendre.leggauss(60)
phi = 2 * np.pi * np.arange(100) / 100
sin_theta = np.sqrt(1 - mu**2)
directions = np.stack([np.outer(sin_theta, np.cos(phi)),
                       np.outer(sin_theta, np.sin(phi)),
                       np.outer(mu, np.ones(100))], axis=-1).reshape(-1, 3)
direction_weight = np.repeat(mu_weight / 200.0, 100)


def averaged_points(q):
    amplitude = np.exp(-1j * q * (directions @ points.T)) @ charge
    return direction_weight @ np.abs(amplitude)**2


total = charge.sum()
centre = charge @ points / total
rg2_points = charge @ np.sum((points - centre)**2, axis=1) / total
distance = np.linalg.norm(points[:, None] - points[None, :], axis=-1)
pair_weight = np.outer(charge, charge) / total**2
b_pairs = (np.sum(pair_weight * distance**4) / 120
           - np.sum(pair_weight * distance**2)**2 / 72)
rg2_found, b_found = small_q_analysis(averaged_points,
                                      0.02 / np.sqrt(rg2_points))
assert abs(rg2_found / rg2_points - 1) < 1e-5
assert abs(b_found - b_pairs) < 1e-4 * rg2_points**2
q_test = 2.0 / np.sqrt(rg2_points)
debye = total**2 * np.sum(pair_weight * np.sinc(q_test * distance / np.pi))
assert abs(averaged_points(q_test) / debye - 1) < 1e-9

# Sphere amplitude, radius of gyration and first zero
x_grid = np.linspace(0.1, 25.0, 500)
assert np.max(np.abs(f_slices(x_grid) - f_formula(x_grid))) < 1e-11
rg_ratio = np.sqrt((w @ t**4) / (w @ t**2))
assert abs(rg_ratio - np.sqrt(0.6)) < 1e-12
x_zero = brentq(f_slices, np.pi, 1.5 * np.pi, xtol=1e-13)
x_tan = brentq(lambda x: np.tan(x) - x, 4.4, 4.6, xtol=1e-13)
assert abs(x_zero - x_tan) < 1e-10 and abs(x_zero - 4.493) < 5e-4
inside = np.linspace(0.1, x_zero - 0.01, 400)
f0, f1, f2 = (f_slices(inside, k) for k in range(3))
assert np.all(f0 > 0)
assert np.max(np.abs(f2 + 4 * f1 / inside + f0)) < 1e-11
assert np.all(-f1 / f0 > inside / 5)
assert np.all(f0**2 < np.exp(-inside**2 / 5))

# First correction to Guinier's law for two shapes
u_small = 0.1
c_sphere = (np.log(sphere_p(u_small)) + u_small**2 / 3) / u_small**4
c_rod = (np.log(rod_p(u_small)) + u_small**2 / 3) / u_small**4
assert abs(c_sphere * (-126) - 1) < 3e-3
assert abs(c_rod * 450 / 11 - 1) < 3e-3


def error_percent(u, shape):
    return 100 * (guinier(u) / shape(u) - 1)


def error_limit(percent, shape):
    return brentq(lambda u: abs(error_percent(u, shape)) - percent, 0.3, 3.0)


estimate = (126 * 0.01)**0.25
assert abs(estimate / error_limit(1, sphere_p) - 1) < 0.03

# Beyond the first zero: crossing, side maximum and mean power law
side = minimize_scalar(lambda x: -f_slices(x)**2, bounds=(4.6, 7.5),
                       method="bounded", options={"xatol": 1e-9})
x_side, p_side = side.x, -side.fun
crossing = brentq(lambda x: f_slices(x)**2 - np.exp(-x**2 / 5),
                  x_zero, x_side)
assert p_side > np.exp(-x_side**2 / 5)
x_far = 200 * np.pi + 2 * np.pi * np.arange(2000) / 2000
porod_mean = np.mean(x_far**4 * f_formula(x_far)**2)
assert abs(porod_mean - 4.5) < 1e-3

# Worked example
radius = 5.0
contrast = 4.0e-4
rg = rg_ratio * radius
volume = 4 * np.pi * radius**3 / 3
i_zero = (contrast * volume)**2

fit_limits = [1.0, 1.3, 2.0, 3.0]
fit_rg = []
for limit in fit_limits:
    q_fit = np.linspace(0.1, limit, 60) / rg
    intensity_fit = i_zero * f_formula(q_fit * radius)**2
    slope = np.polyfit(q_fit**2, np.log(intensity_fit), 1)[0]
    fit_rg.append(np.sqrt(-3 * slope))
assert fit_rg[0] > rg and np.all(np.diff(fit_rg) > 0)

# Mixture of two sizes: number fractions and radii
fraction = np.array([0.99, 0.01])
radii = np.array([5.0, 10.0])


def mixture(q):
    return fraction @ (radii**3 * f_slices(q * radii))**2


rg_mix = np.sqrt(0.6 * (fraction @ radii**8) / (fraction @ radii**6))
rg2_mix_found, _ = small_q_analysis(mixture, 0.02 / rg_mix)
assert abs(np.sqrt(rg2_mix_found) / rg_mix - 1) < 1e-5
large_share = fraction[1] * radii[1]**6 / (fraction @ radii**6)

# Core and shell of equal volume and opposite contrast: no forward intensity
core = radius / 2**(1 / 3)


def matched(q):
    amplitude = (2 * core**3 * f_slices(q * core)
                 - radius**3 * f_slices(q * radius))
    return amplitude**2


matched_ratio = matched(0.02) / matched(0.01)
assert abs(matched_ratio / 16 - 1) < 0.01

print(f"Sphere radius R = {radius:.2f} nm")
print(f"Contrast = {contrast:.1e} nm^-2")
print(f"Volume = {volume:.2f} nm^3")
print(f"Rg/R = {rg_ratio:.5f} (no unit)")
print(f"Rg = {rg:.4f} nm")
print(f"I0 per particle = {i_zero:.5f} nm^2")
print(f"First zero: qR = {x_zero:.5f}, qRg = {x_zero * rg_ratio:.4f}")
print(f"First zero: q = {x_zero / radius:.4f} nm^-1")
print(f"Guinier I/I0 at first zero = {np.exp(-x_zero**2 / 5):.5f}")
print(f"Guinier I at first zero = {i_zero * np.exp(-x_zero**2 / 5):.3e} nm^2")
print("Sphere: qRg, q (nm^-1), exact I/I0, Guinier I/I0, error (%)")
for u in [0.5, 1.0, 1.3, 2.0, 3.0]:
    print(f"  {u:.1f}  {u / rg:.4f}  {sphere_p(u):.5f}  {guinier(u):.5f}"
          f"  {error_percent(u, sphere_p):+.2f}")
print(f"Thin rod, error at qRg = 1.3: {error_percent(1.3, rod_p):+.2f} %")
print(f"u^4 coefficient of ln(I/I0), sphere: {c_sphere:.5f}")
print(f"u^4 coefficient of ln(I/I0), rod: {c_rod:+.5f}")
print("Size of error (%), qRg for sphere, qRg for rod")
for percent in [1, 5, 10]:
    print(f"  {percent:2d}  {error_limit(percent, sphere_p):.3f}"
          f"  {error_limit(percent, rod_p):.3f}")
print(f"Leading estimate of qRg for 1 % error, sphere: {estimate:.3f}")
print(f"Curves cross after the zero at qR = {crossing:.3f}")
print(f"Side maximum at qR = {x_side:.3f}")
print(f"  exact I/I0 = {p_side:.5f}, Guinier = {np.exp(-x_side**2 / 5):.5f}")
print(f"Mean of (qR)^4 I/I0 at large qR = {porod_mean:.4f}")
print("Line fits from qRg = 0.1: upper qRg, fitted Rg (nm), bias (%)")
for limit, value in zip(fit_limits, fit_rg):
    print(f"  {limit:.1f}  {value:.4f}  {100 * (value / rg - 1):+.2f}")
print(f"Mixture radii = {radii[0]:.1f} and {radii[1]:.1f} nm")
print(f"Number share of large spheres = {100 * fraction[1]:.1f} %")
print(f"Their share of I0 = {100 * large_share:.1f} %")
print(f"Apparent Rg of mixture = {rg_mix:.4f} nm")
print(f"Apparent R of mixture = {rg_mix / rg_ratio:.4f} nm")
print(f"Matched core-shell: core radius = {core:.4f} nm")
print(f"  I(0.02 nm^-1)/I(0.01 nm^-1) = {matched_ratio:.3f}")
print("all assertions hold")
```

Printed output:

```
Sphere radius R = 5.00 nm
Contrast = 4.0e-04 nm^-2
Volume = 523.60 nm^3
Rg/R = 0.77460 (no unit)
Rg = 3.8730 nm
I0 per particle = 0.04386 nm^2
First zero: qR = 4.49341, qRg = 3.4806
First zero: q = 0.8987 nm^-1
Guinier I/I0 at first zero = 0.01763
Guinier I at first zero = 7.733e-04 nm^2
Sphere: qRg, q (nm^-1), exact I/I0, Guinier I/I0, error (%)
  0.5  0.1291  0.91958  0.92004  +0.05
  1.0  0.2582  0.71057  0.71653  +0.84
  1.3  0.3357  0.55538  0.56931  +2.51
  2.0  0.5164  0.22456  0.26360  +17.38
  3.0  0.7746  0.01308  0.04979  +280.70
Thin rod, error at qRg = 1.3: -7.46 %
u^4 coefficient of ln(I/I0), sphere: -0.00794
u^4 coefficient of ln(I/I0), rod: +0.02447
Size of error (%), qRg for sphere, qRg for rod
   1  1.043  0.791
   5  1.526  1.176
  10  1.781  1.400
Leading estimate of qRg for 1 % error, sphere: 1.059
Curves cross after the zero at qR = 5.170
Side maximum at qR = 5.763
  exact I/I0 = 0.00743, Guinier = 0.00130
Mean of (qR)^4 I/I0 at large qR = 4.5000
Line fits from qRg = 0.1: upper qRg, fitted Rg (nm), bias (%)
  1.0  3.9164  +1.12
  1.3  3.9476  +1.93
  2.0  4.0664  +4.99
  3.0  4.4730  +15.49
Mixture radii = 5.0 and 10.0 nm
Number share of large spheres = 1.0 %
Their share of I0 = 39.3 %
Apparent Rg of mixture = 5.7157 nm
Apparent R of mixture = 7.3789 nm
Matched core-shell: core radius = 3.9685 nm
  I(0.02 nm^-1)/I(0.01 nm^-1) = 15.986
all assertions hold
```
